# What Powder Neutron Diffraction Can Tell About a Collinear Spin Direction

Before the moments of a magnet are refined against powder neutron data, one must decide which of their parameters to leave free. If two angles are free but the intensities depend on neither, the program may still print a direction, and that direction comes from the starting values or the noise. The same decision settles whether a calculated magnetic anisotropy can be checked against the data at all.

The belief at issue is that a powder pattern with enough magnetic lines fixes the spin direction. It has a sound starting point: the intensity of a single magnetic reflection does depend on the angle between the moments and the scattering vector. Since a pattern has many lines and a direction has two angles, the problem looks overdetermined. What this count misses is that a powder line is a sum over reflections, and the sum can remove the dependence that each term has.

## The orientation factor of one reflection

The neutron moment couples to the magnetic field \(\mathbf B\) inside the sample. Take one Fourier component of the magnetisation, \(\mathbf M e^{i\mathbf q\cdot\mathbf r}\). With all electronic currents included in the magnetisation, the static Maxwell equations are \(\nabla\cdot\mathbf B=0\) and \(\nabla\times\mathbf H=0\), with \(\mathbf B=\mu_0(\mathbf H+\mathbf M)\). For a plane wave the second gives \(\mathbf q\times\mathbf H=0\), so \(\mathbf H=\alpha\mathbf q\). The first then gives \(\alpha q^2+\mathbf q\cdot\mathbf M=0\), hence \(\alpha=-\mathbf q\cdot\mathbf M/q^2\) and

\[
\mathbf B=\mu_0\mathbf M_\perp,\qquad \mathbf M_\perp=\mathbf M-\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf M).
\]

The part of the magnetisation along \(\mathbf q\) produces no field and scatters no neutrons.

In the Born approximation the scattering amplitude, in suitable units, is \(N+\boldsymbol\sigma\cdot\mathbf M_\perp\), where \(N\) is the coherent nuclear part and \(\boldsymbol\sigma\) holds the Pauli matrices of the neutron. For an unpolarised beam we average over initial and sum over final spin states:

\[
\tfrac12\mathrm{Tr}\big[(N^*+\boldsymbol\sigma\cdot\mathbf M_\perp^*)(N+\boldsymbol\sigma\cdot\mathbf M_\perp)\big]=|N|^2+|\mathbf M_\perp|^2 .
\]

The cross terms contain \(\mathrm{Tr}\,\sigma_i=0\), and the last term follows from \(\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}\). Nuclear and magnetic intensities add.

Now let the structure be collinear: atom \(j\) carries the moment \(s_jM\hat{\mathbf m}\), with \(s_j=\pm1\), a common size \(M\), and a form factor \(f\) that depends only on \(|\mathbf q|\). Define \(F(\mathbf q)=\sum_j s_je^{i\mathbf q\cdot\mathbf r_j}\). Because

\[
|\hat{\mathbf m}-\hat{\mathbf q}(\hat{\mathbf q}\cdot\hat{\mathbf m})|^2=1-2(\hat{\mathbf q}\cdot\hat{\mathbf m})^2+(\hat{\mathbf q}\cdot\hat{\mathbf m})^2=1-(\hat{\mathbf q}\cdot\hat{\mathbf m})^2,
\]

one reflection has an intensity proportional to \(M^2f^2|F|^2[1-(\hat{\mathbf q}\cdot\hat{\mathbf m})^2]\).

## What a powder line adds up

In a powder without texture, all reflections with the same \(|\mathbf q|\) fall on one line with equal weight. Their sum can be written with a symmetric tensor,

\[
\mathsf T=\sum_{|\mathbf q|=Q}|F(\mathbf q)|^2\,\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T},\qquad
L=1-\frac{\hat{\mathbf m}\cdot\mathsf T\hat{\mathbf m}}{\mathrm{Tr}\,\mathsf T}.
\]

Here \(\mathrm{Tr}\,\mathsf T=\sum|F|^2\), since \(\hat{\mathbf q}\) is a unit vector, and \(L\) is the orientation factor of the line. Whatever the line says about direction is contained in \(\mathsf T\).

The symmetry that restricts \(\mathsf T\) is the configurational symmetry, the symmetry of the pattern of signs. Its point group \(G\) contains each orthogonal operation \(g\) that, together with some translation \(\mathbf t\), maps the magnetic sites onto themselves and the signs onto themselves or onto their negatives: \(s(g\mathbf r+\mathbf t)=\epsilon s(\mathbf r)\) with \(\epsilon=\pm1\). The operation moves the sites but does not turn \(\hat{\mathbf m}\). Writing \(\mathbf r_j=g\mathbf r_i+\mathbf t\) in the structure factor, and using \(g\mathbf q\cdot g\mathbf r_i=\mathbf q\cdot\mathbf r_i\), we find

\[
F(g\mathbf q)=\epsilon\,e^{ig\mathbf q\cdot\mathbf t}F(\mathbf q),\qquad |F(g\mathbf q)|^2=|F(\mathbf q)|^2 .
\]

The operation \(g\) therefore only permutes the terms of \(\mathsf T\), and \(g\mathsf Tg^{\mathsf T}=\mathsf T\).

Suppose \(G\) has a 3-, 4- or 6-fold axis along \(z\), with rotation angle \(\theta\). The pair \((T_{xz},T_{yz})\) turns by \(\theta\) under the rotation, yet must stay the same, so it vanishes. The pair \(\big(\tfrac12(T_{xx}-T_{yy}),T_{xy}\big)\) turns by \(2\theta\), which is not a multiple of \(360^\circ\) for these axes, so it vanishes too. If the rotation is combined with inversion, the extra minus sign cancels in \(g\mathsf Tg^{\mathsf T}\). What remains is

\[
\mathsf T=t_\perp\mathsf 1+(t_\parallel-t_\perp)\hat{\mathbf z}\hat{\mathbf z}^{\mathsf T}.
\]

A cubic group has several 3-fold axes. A rotation about one of them carries another, \(\hat{\mathbf n}\), into an axis not parallel to \(\hat{\mathbf n}\). The tensor can then be invariant only if \(t_\parallel=t_\perp\). Hence \(\mathsf T=\tfrac13(\mathrm{Tr}\,\mathsf T)\mathsf 1\) and

\[
L=1-\tfrac13=\tfrac23\qquad\text{for every }\hat{\mathbf m}\text{ and every line.}
\]

This is the cubic part of Shirane's result. Further lines do not help, since each has the same factor. Accidental overlap of inequivalent reflections changes nothing either, because the sum already includes everything at the same \(|\mathbf q|\).

## The number that refutes the belief

Take a simple cubic lattice with nearest neighbours antiparallel, the G-type pattern. Its signs are preserved, up to a common reversal, by all 48 cubic operations. Let the spins point along [001], and consider the line 3/2 1/2 1/2. Its squared index length is \(9/4+1/4+1/4=11/4\), so the single reflections have the factors

\[
1-\frac{1/4}{11/4}=\frac{10}{11}=0.909\quad\text{for }\tfrac32\tfrac12\tfrac12\text{ and }\tfrac12\tfrac32\tfrac12,
\]

\[
1-\frac{9/4}{11/4}=\frac{2}{11}=0.182\quad\text{for }\tfrac12\tfrac12\tfrac32 .
\]

The three kinds are equally numerous and have equal \(|F|^2\). The powder factor is their mean, \((10+10+2)/33=2/3\). Spins along [110] or [111] change the single reflections, but the computed line stays at 0.666667.

The numbers also show how a false direction can enter a calculation. Multiplying the representative 3/2 1/2 1/2 by the multiplicity of the line gives 0.909 where the correct factor is 0.667, an excess of 36% relative to the correct value. A fit built on that shortcut would respond to the spin direction although the data do not.

A single crystal has the same limitation if it holds equal volumes of all domains that share the sign pattern but have their spin axes related by \(G\). At fixed \(\mathbf q\) one then averages \((\hat{\mathbf q}\cdot g\hat{\mathbf m})^2\) over \(g\). This equals \(\hat{\mathbf m}\cdot\mathsf A\hat{\mathbf m}\), where \(\mathsf A\) is the average of \(g^{\mathsf T}\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T}g\), a \(G\)-invariant tensor of unit trace. For cubic \(G\) it is \(\mathsf 1/3\), and the factor is again 2/3. In a single-domain crystal the differing factors 0.909 and 0.182 can be measured separately.

Nor does the result depend on sharp Bragg lines. For a small crystallite, the sum over reflections becomes an integral over the directions of \(\mathbf q\), and the argument is unchanged if the finite set of moments, with its signs, is mapped onto itself or its negative by the operations of \(G\). A cubic outline alone does not ensure this, since a cube can be cut from a cubic pattern so that the signs inside it have lower symmetry. A cube of 64 moments with the G-type pattern, averaged over all orientations at \(Q=0.55\) bohr\(^{-1}\), away from a Bragg position, gives 0.66667 for each spin direction computed.

## A uniaxial pattern keeps one angle

For a uniaxial pattern let \(\eta\) be the angle between \(\mathbf q\) and the axis, and \(\varphi\) the angle between \(\hat{\mathbf m}\) and the axis. Write \(C=\langle\cos^2\eta\rangle\), averaged over the line with weight \(|F|^2\), and \(c=\cos^2\varphi\). The normalised tensor has the diagonal elements \((1-C)/2,\ (1-C)/2,\ C\), so

\[
L=1-\tfrac12(1-C)(1-c)-Cc .
\]

With the Legendre polynomial \(P_2(x)=(3x^2-1)/2\), set \(p=\langle P_2(\cos\eta)\rangle\) and \(P=P_2(\cos\varphi)\). Then \(C=(1+2p)/3\) and \(c=(1+2P)/3\), and the two subtracted terms become

\[
\tfrac29(1-p)(1-P)+\tfrac19(1+2p)(1+2P)=\tfrac19(3+6pP),
\]

because the terms linear in \(p\) and \(P\) cancel. Therefore

\[
L=\tfrac23\,(1-pP).
\]

The azimuth has disappeared, and \(\varphi\) enters through \(\cos^2\varphi\), so \(\varphi\) and \(180^\circ-\varphi\) give the same pattern. If \(\varphi=54.7^\circ\), then \(P=0\) and every line has \(L=2/3\). In a structure whose sign pattern is known to be uniaxial, such uniform factors are evidence for that angle, provided the lines have different \(p\). In a cubic one they are evidence for nothing.

Write the intensity of line \(j\) as \(I_j=M^2K_jL_j\), where \(K_j\) collects the known factors. For two lines,

\[
R=\frac{I_1/K_1}{I_2/K_2}=\frac{1-p_1P}{1-p_2P}.
\]

Multiplying out gives \(R-Rp_2P=1-p_1P\), and hence

\[
P=\frac{1-R}{p_1-Rp_2}.
\]

A common scale error cancels in \(R\). The two lines must have \(p_1\ne p_2\), since otherwise \(R=1\) for every angle, and the second line must not be extinct.

## A tetragonal example

Consider a model antiferromagnet with \(a=8\) bohr and \(c=10\) bohr, one atom per chemical cell, and ferromagnetic layers that alternate along \(c\). The magnetic cell holds two atoms, and \(|F|^2=4\) for each magnetic reflection. The moment is \(2\,\mu_B\), with \(\varphi=40^\circ\) and azimuth \(25^\circ\).

The scale follows from the Born amplitude, \(m_n/(2\pi\hbar^2)\) times the coupling \(\mu_0\gamma\mu_N\mu_B\) for one Bohr magneton. Here \(\gamma\) is the size of the neutron moment in nuclear magnetons \(\mu_N\). Inserting \(\mu_N=e\hbar/2m_p\) and \(\mu_B=e\hbar/2m_e\), and setting \(m_n/m_p=1\), gives

\[
b=\frac{\gamma}{2}\,\frac{\mu_0e^2}{4\pi m_e}=\frac{\gamma r_e}{2}=2.695\ \text{fm},
\]

with \(r_e\) the classical electron radius. Keeping the true mass ratio would raise \(b\) by about 0.14% and change its last digit; the value above is used as the fixed scale of the model, and it cancels in \(R\). Then \(K=b^2f^2\sum|F|^2\), without instrumental factors. The model form factor is \(f=\exp(-Q^2\langle r^2\rangle/6)\) with \(\langle r^2\rangle=1.5\) bohr\(^2\).

The line 0 0 1/2 has two reflections along the axis, so \(p_1=1\). For 1 0 1/2, with eight reflections, \(\cos^2\eta=(0.3142/0.8459)^2=0.138\) and \(p_2=-0.293\). The explicit sums over reflections give these values per magnetic cell:

| Line | \(K\) (barn/sr per \(\mu_B^2\)) | \(I\) (barn/sr) |
|---|---:|---:|
| 0 0 1/2 | 0.5532 | 0.9143 |
| 1 0 1/2 | 1.6256 | 4.8182 |

Treating these intensities as data, we obtain

\[
R=\frac{0.9143/0.5532}{4.8182/1.6256}=\frac{1.6527}{2.9640}=0.5576,
\]

\[
P=\frac{1-0.5576}{1+0.5576\times0.2931}=0.380,\qquad
\cos^2\varphi=\frac{1+2P}{3}=0.587 .
\]

This returns \(\varphi=40.0^\circ\). The first line then gives \(M^2=1.653/[\tfrac23(1-0.380)]=4.00\), or \(M=2.00\,\mu_B\), provided the absolute scale is known. If \(R\) were 3% too large, the angle would come out as \(40.6^\circ\).

The azimuth is not recovered. The single reflections 1 0 1/2 and 0 1 1/2 do differ, with factors 0.319 and 0.712, but the powder puts them on one line together with their partners of reversed last index. Azimuths of \(0^\circ\), \(25^\circ\) and \(45^\circ\) lead to the same angle and moment.

## The cell is not the sign pattern

It would be a second error to conclude that a cubic crystal never reveals a direction. Take an fcc lattice whose (111) layers alternate in sign. The cell is cubic, but only 12 of the 48 operations preserve the sign pattern, and its unique axis is [111]. The first magnetic line consists of the two reflections \(\pm(\tfrac12\tfrac12\tfrac12)\), both along that axis, so \(L=\sin^2\varphi\). It vanishes for spins along [111] and has \(L=1\) for spins in the layers. The second line changes from 0.970 to 0.515. The angle to [111] is obtainable, while the direction within the layers is not. This presumes that the layered pattern is known. Let \(s_1,\dots,s_4\) be the layered patterns along the four body diagonals, each \(+1\) at the origin. Their product is \(+1\) on every site, so \((s_1+s_2+s_3-s_4)/2=\pm1\) is also a collinear pattern. It has cubic symmetry and gives the same powder lines as the layers with spins along [001], where \(\varphi=54.7^\circ\).

The reverse case is a G-type pattern on a slightly tetragonal lattice. The symmetry is now uniaxial, so \(\varphi\) is obtainable in principle. For \(c/a=1.02\) the line 3/2 1/2 1/2 splits in two:

| Part of the line | \(L\), \(\varphi=0^\circ\) | \(L\), \(\varphi=90^\circ\) |
|---|---:|---:|
| 1/2 1/2 3/2 | 0.188 | 0.906 |
| 3/2 1/2 1/2 | 0.912 | 0.544 |
| merged | 0.671 | 0.665 |

If the parts are resolved, the angle is plain. If they merge and every reflection is given the same form factor, as in the table, the contrast is 0.93% relative to the value at \(90^\circ\). At \(c/a=1.01\) it is 0.47%, about half, as expected of a quantity that vanishes at \(c=a\) and grows linearly from there. These figures show that the contrast is of first order in \(c/a-1\), but they fix neither its size nor its sign, because the form factors of the two parts also differ at first order in \(c/a-1\), as do instrumental weights such as the Lorentz factor. For \(a=8\) bohr and \(c/a=1.02\) the squared scattering vectors differ by \(8(\pi/a)^2(1-1/1.02^2)=0.048\) bohr\(^{-2}\). With the model form factor of the tetragonal example, the part 1/2 1/2 3/2 then gains the relative weight \(\exp(0.048\times1.5/3)=1.024\). The ratio of the merged intensities becomes \((1.024\times0.1878+2\times0.9123)/(1.024\times0.9061+2\times0.5438)\), a contrast below 0.1%. This near cancellation is an accident of the chosen \(\langle r^2\rangle\): twice that value gives the weight 1.049 and a contrast of about \(-0.8\)%. In each case the merged line is almost blind to the angle. The line 1/2 1/2 1/2 does not split, and its reflections share one form factor. With \(\cos^2\eta=1/(2\times1.02^2+1)=0.3246\) its factor goes from 0.675 at \(\varphi=0^\circ\) to 0.662 at \(90^\circ\), a contrast of 2.0%. For these two lines, then, the angle shows strongly only if the split parts are resolved; otherwise it rests on intensity differences of a few percent at most.

## Lower symmetry gives more

The opposite slogan, that powder data never fix a spin direction, is false as well. With \(\mathbf M=M\hat{\mathbf m}\), a line intensity is proportional to \(M^2\,\mathrm{Tr}\,\mathsf T-\mathbf M\cdot\mathsf T\mathbf M\), which is linear in the six products \(M_iM_j\). Symmetry limits how many independent tensors \(\mathsf T\) the lines can supply, and so how many combinations of these products can be found on an absolute scale.

- Cubic: one, the size of the moment.
- Uniaxial: two, \(M_x^2+M_y^2\) and \(M_z^2\).
- Orthorhombic: three, the separate squares, since the operations reverse the sign of each off-diagonal element of \(\mathsf T\).
- Monoclinic: four, the squares and the product of the two components perpendicular to the unique axis.
- Triclinic: six, which fix \(\mathbf M\) up to its overall sign.

The model structures examined numerically reach these counts. Changing the tetragonal example to \(b=9\) bohr, with the same moment, allows three lines to return \(|M_x|=1.165\), \(|M_y|=0.543\) and \(|M_z|=1.532\,\mu_B\). The relative signs remain unknown, so up to four spin axes fit equally well.

For a collinear structure with moments of equal size and a form factor that depends only on \(|\mathbf q|\), then, the symmetry of the signs bounds the parameters to free: the size alone if it is cubic, at most the size and one angle if it is uniaxial, and possibly more if it is lower. The counts are upper bounds, because \(|F|^2\) can be more symmetric than the signs. If the moments differ in size, the symmetry must be that of the signed sizes, and an aspherical magnetisation density tied to \(\hat{\mathbf m}\) can make even a cubic pattern depend weakly on the direction. The numerical check compares these rules with explicit sums over reflections.

## Table of computed values

```
Symmetry operations of sign pattern (G-type, A-type, fcc layers): 48 16 12
Obtainable combinations of M_i M_j (count):
  cubic G-type: 1
  cubic-cell A-type: 2
  fcc (111) layers: 2
  tetragonal A-type: 2
  hcp ferromagnet: 2
  orthorhombic A-type: 3
  monoclinic A-type: 4
  triclinic A-type: 6
Cubic G-type, a = 8 bohr: orientation factor L (no unit)
  line 1/2 1/2 1/2, m along 001, 110, 111: 0.666667 0.666667 0.666667
  line 3/2 1/2 1/2, m along 001, 110, 111: 0.666667 0.666667 0.666667
  line 3/2 3/2 1/2, m along 001, 110, 111: 0.666667 0.666667 0.666667
  largest deviation from 2/3, 20 random directions: 2.2e-16
  single reflections, m along 001:
    3/2 1/2 1/2: 0.9091
    1/2 3/2 1/2: 0.9091
    1/2 1/2 3/2: 0.1818
fcc (111) layers: L for m along 111 and perpendicular to 111
  line |hkl| = 1/2 1/2 1/2, 2 reflections: -0.0000 1.0000
  line |hkl| = 3/2 1/2 1/2, 6 reflections: 0.9697 0.5152
Crystallite of 64 moments, Q = 0.55 /bohr: L at (polar, azimuth) in degrees
  G-type (0,0) (35,10) (35,70) (90,20): 0.66667 0.66667 0.66667 0.66667
  A-type (0,0) (35,10) (35,70) (90,20): 0.32192 0.49205 0.49205 0.83904
Tetragonal A-type: a = 8 bohr, c = 10 bohr, moment = 2 mu_B
  phi = 40 deg, azimuth = 25 deg, mean square spin radius = 1.5 bohr^2
  magnetic scattering length per mu_B = 2.6954 fm
  line: Q (1/bohr), reflections, <P2(cos eta)>, I (barn/sr per magnetic cell)
  I at phi = 0, 40, 90 deg
  0 0 1/2: 0.3142, 2, 1.0000, 0.0000 0.9143 2.2129
  1 0 1/2: 0.8459, 8, -0.2931, 5.6057 4.8182 3.6997
  0 0 3/2: 0.9425, 2, 1.0000, 0.0000 0.6161 1.4911
  1 1 1/2: 1.1543, 8, -0.3889, 4.4230 3.6554 2.5653
  weights K of first two lines = 0.5532, 1.6256 barn/sr per mu_B^2
  reduced ratio R = 0.55762, P2(cos phi) = 0.38024
  recovered phi = 40.000 deg, moment = 2.0000 mu_B
  phi if R is 3 percent too large = 40.62 deg
  single reflections 1 0 1/2 and 0 1 1/2: factors 0.3187 0.7119
  magic angle, L = 2/3 on every line: 54.736 deg
Orthorhombic, b = 9 bohr: recovered |Mx| |My| |Mz| (mu_B): 1.1651 0.5433 1.5321
G-type with c/a = 1.02, split line 3/2 1/2 1/2: L at phi = 0 and 90 deg
  component 1/2 1/2 3/2: 0.1878 0.9061
  component 3/2 1/2 1/2: 0.9123 0.5438
  merged: 0.6708 0.6646
  merged contrast at c/a = 1.02 and 1.01: 0.933 0.469 percent
```
